# Energy Balance and the Separatrix Current of an Easy-Plane Spin-Torque Layer

Take a thin, uniformly magnetized layer whose magnetization direction $\mathbf m$ turns almost within the film plane, like a pendulum. Let $\phi$ be its angle from the in-plane easy axis $x$, and let $m_z$ be the small component along the film normal. The energy per unit volume above the minimum is $M\varepsilon$, with

$$2\varepsilon=H_K\sin^2\phi+H_d m_z^2,\qquad \kappa\equiv H_K/H_d\ll1 .$$

Here $M$ is the magnetization, $H_K$ the in-plane anisotropy field and $H_d$ the easy-plane field. The first term acts as potential energy and the second as kinetic energy. There is no applied field. The directions $\pm x$ are the two wells, and the saddles between them lie at $\phi=\pm\pi/2$ with $2\varepsilon=H_K$. I write $2\varepsilon=xH_K$, where the number $x$ (not the axis) is the energy in units of the barrier: $x=0$ is the bottom of the well and $x=1$ is the separatrix.

A current polarized along $+x$ exerts a torque on the layer. In Gaussian units the equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}+\gamma a\,\mathbf m\times(\mathbf m\times\hat{\mathbf x}),\qquad \mathbf H=(H_Km_x,0,-H_dm_z),$$

$$a=\frac{\hbar\eta I}{2eMV},\qquad \gamma=\frac{e}{mc}.$$

The charge $e$ is positive, $m$ in $\gamma$ is the electron mass, $g=2$, $V$ is the layer volume, and the efficiency $\eta$ is taken as independent of angle. Since $\mathbf m\times(\mathbf m\times\hat{\mathbf x})=m_x\mathbf m-\hat{\mathbf x}$, a positive $a$ drives $\mathbf m$ away from $+x$, where the layer starts.

The field is $\mathbf H=-\partial\varepsilon/\partial\mathbf m$, so $\dot\varepsilon=-\mathbf H\cdot\dot{\mathbf m}$. The precession term does no work. With $\alpha$ and $a/H_d$ both small and of the same order, $\dot{\mathbf m}$ inside the damping term may be replaced by $-\gamma\,\mathbf m\times\mathbf H$. The leading term dropped is proportional to $\alpha aH_dm_ym_z$. At a single point of an orbit it is of relative order $\alpha/\sqrt\kappa$ against the loss, but it averages to zero over a conservative orbit, and only such averages are used below. Damping then contributes $\alpha\gamma\,\mathbf H\cdot[\mathbf m\times(\mathbf m\times\mathbf H)]=-\alpha\gamma|\mathbf m\times\mathbf H|^2$. The spin torque contributes

$$\gamma a\,[H_x-m_x(\mathbf m\cdot\mathbf H)]=\gamma a\,m_x[H_K(1-m_x^2)+H_dm_z^2].$$

The last bracket is $2\varepsilon$, now written without assuming small $m_z$. Hence

$$\dot\varepsilon=-\alpha\gamma|\mathbf m\times\mathbf H|^2+2\gamma a\,\varepsilon\,m_x. \tag{1}$$

In the pendulum limit $m_z^2$ is of order $\kappa$, so $|\mathbf m\times\mathbf H|^2\simeq H_d^2m_z^2$ and $|\dot\phi|=\gamma H_d|m_z|$. On a small orbit $m_x\simeq1$, and half the energy is kinetic on average, so $\langle H_dm_z^2\rangle=\varepsilon$. The balance $\alpha H_d\varepsilon=2a\varepsilon$ gives the instability value $a_c=\alpha H_d/2$.

On the separatrix $H_dm_z^2=H_K\cos^2\phi$, hence $dt=d\phi/(\gamma\sqrt{H_KH_d}\cos\phi)$. Between the saddles the loss and the gain are

$$\alpha\gamma H_d\int H_K\cos^2\phi\,dt=2\alpha\sqrt{H_KH_d},\qquad \gamma aH_K\int\cos\phi\,dt=\pi a\sqrt{H_K/H_d}.$$

They are equal at $a^*=2\alpha H_d/\pi$, and therefore $a^*/a_c=4/\pi$.

This compares two orbits. To show that the layer needs the larger current, every orbit between them has to be examined. Set $\sin\phi=\sqrt x\sin\theta$. Then $H_dm_z^2=xH_K\cos^2\theta$ and $d\phi=\sqrt x\cos\theta\,d\theta/\cos\phi$, so that

$$dt=\frac{d\phi}{\gamma H_d|m_z|}=\frac{d\theta}{\gamma\sqrt{H_KH_d}\,\cos\phi},\qquad \cos\phi=\sqrt{1-x\sin^2\theta}.$$

In the gain, the factor $\cos\phi$ cancels and a quarter orbit contributes $\pi/2$. Equating loss and gain gives the torque that sustains the orbit $x$:

$$\frac{a(x)}{a_c}=\frac4\pi\int_0^{\pi/2}\frac{\cos^2\theta}{\sqrt{1-x\sin^2\theta}}\,d\theta. \tag{2}$$

The integral is $\pi/4$ at $x=0$ and $1$ at $x=1$, and it rises in between because its integrand does. The net gain per orbit has the sign of $a-a(x)$. For $a_c<a<a^*$, orbits below the crossing $a(x)=a$ gain energy and those above it lose energy. A layer released with a small tilt therefore settles into steady precession and does not switch. It reaches the separatrix when $a$ exceeds $a^*$. The tilt matters, because the torque vanishes at $\mathbf m=\hat{\mathbf x}$, and the pulse must outlast the growth.

Now let $\kappa$ be finite, and write $D=H_K+H_d$. For small $m_y$, $m_z$ the equation of motion becomes

$$\dot m_y+\alpha\dot m_z=\gamma(am_y-Dm_z),\qquad \dot m_z-\alpha\dot m_y=\gamma(H_Km_y+am_z).$$

Subtracting $\alpha$ times the second from the first, and adding $\alpha$ times the first to the second, gives

$$(1+\alpha^2)\dot m_y=\gamma[(a-\alpha H_K)m_y-(D+\alpha a)m_z],$$

$$(1+\alpha^2)\dot m_z=\gamma[(H_K+\alpha a)m_y+(a-\alpha D)m_z].$$

For oscillating solutions, which $\alpha^2\ll\kappa$ ensures, growth begins when the trace $2a-\alpha(H_K+D)$ vanishes:

$$a_c=\alpha\left(H_K+\tfrac12H_d\right). \tag{3}$$

For the large orbits, use $1-m_x^2=m_y^2+m_z^2$ in the energy. It becomes $H_Km_y^2+Dm_z^2=xH_K$, which is solved by

$$m_y=\sqrt x\sin\theta,\qquad m_z=\sqrt{xH_K/D}\,\cos\theta .$$

The remaining component follows from the unit length:

$$m_x=C\sqrt{1-q^2\sin^2\theta},\qquad C^2=\frac{D-xH_K}{D},\qquad q^2=\frac{xH_d}{D-xH_K}.$$

The precession equation $\dot m_y=-\gamma Dm_xm_z$ gives $|\dot\theta|=\gamma\sqrt{H_KD}\,m_x$. Thus $m_x\,dt=d\theta/(\gamma\sqrt{H_KD})$, and the gain over a full orbit is

$$W_s=\gamma a\,xH_K\oint m_x\,dt=2\pi a\,x\sqrt{H_K/D}.$$

For the loss, write $|\mathbf m\times\mathbf H|^2=H^2-(\mathbf m\cdot\mathbf H)^2$. The energy gives $H_dm_z^2=H_Km_x^2-(1-x)H_K$. It follows that $\mathbf m\cdot\mathbf H=H_Km_x^2-H_dm_z^2=(1-x)H_K$, and that $H^2=H_K^2m_x^2+H_d^2m_z^2=H_KDm_x^2-(1-x)H_KH_d$. Subtracting,

$$|\mathbf m\times\mathbf H|^2=H_KD\,m_x^2-(1-x)H_K(D-xH_K).$$

Let $K$ and $E$ be the complete elliptic integrals of the first and second kind with modulus $q$. Then $\oint m_x\,d\theta=4CE$ and $\oint d\theta/m_x=4K/C$. Using $D-xH_K=DC^2$,

$$W_d=\frac{\alpha}{\sqrt{H_KD}}\left[4H_KDCE-4(1-x)H_KDCK\right]=4\alpha\sqrt{H_K(D-xH_K)}\,[E-(1-x)K].$$

Setting $W_s=W_d$ gives the balance curve

$$a(x)=\frac{2\alpha}{\pi}\sqrt{D(D-xH_K)}\;\frac{E-(1-x)K}{x}. \tag{4}$$

As $x\to0$, $E-K\simeq-\pi q^2/4$ and $q^2\simeq xH_d/D$. The fraction tends to $\pi/2-\pi H_d/(4D)$, and (4) returns (3). As $x\to1$, $q\to1$ and $E\to1$, while $K$ diverges only logarithmically, so $(1-x)K\to0$. Hence $a^*=(2\alpha/\pi)\sqrt{H_dD}$. With $I=2eMVa/(\hbar\eta)$ the two currents are

$$I_c=\frac{2e}{\hbar}\frac{\alpha MV}{\eta}\left(H_K+\frac{H_d}{2}\right),\qquad I^*=\frac{4e}{\pi\hbar}\frac{\alpha MV}{\eta}\sqrt{H_d(H_d+H_K)},$$

$$\boxed{\frac{I^*}{I_c}=\frac4\pi\,\frac{\sqrt{1+\kappa}}{1+2\kappa}\simeq\frac4\pi\left(1-\frac32\kappa\right)} \tag{5}$$

The electron mass, which enters through $\gamma$, has cancelled: it sets how fast an orbit is run, not which orbit balances. The value $4/\pi$ is the limit $\alpha^2\ll\kappa\ll1$ at zero temperature.

The restriction on $\kappa$ matters, because the argument for needing $I^*$ requires $a(x)$ to rise. Put $\beta=H_K/D$, so that $q^2\simeq(1-\beta)x(1+\beta x)$. The series $E\simeq\frac\pi2(1-\frac{q^2}4-\frac{3q^4}{64})$ and $K\simeq\frac\pi2(1+\frac{q^2}4+\frac{9q^4}{64})$ give

$$\frac{E-(1-x)K}{x}\simeq\frac\pi2\left\{\frac{1+\beta}2+x\left[\frac{1-\beta}4-\frac{\beta(1-\beta)}2-\frac{3(1-\beta)^2}{16}\right]\right\}.$$

The square root in (4) is $D\sqrt{1-\beta x}\simeq D(1-\beta x/2)$, which adds $-\beta(1+\beta)/4$ to the coefficient of $x$. Collecting terms,

$$a(x)\simeq\alpha D\left[\frac{1+\beta}{2}+\frac{1-10\beta+\beta^2}{16}\,x\right].$$

The initial slope is positive for $\beta<5-2\sqrt6$, which means $\kappa<0.112$. Evaluated on a fine grid at $\kappa=0.001$, $0.035$ and $0.1$, the whole curve rises. Above $\kappa=0.112$ the small orbits need less torque than $a_c$, so the instability no longer starts with a small steady precession. At $\kappa=0.196$ the ratio (5) has fallen to one. Beyond that, a small tilt still needs $I_c$ to grow, and $I^*$ is no longer the current that limits switching.

The restriction on $\alpha$ comes from the first-order energy balance. Reversing time together with the sign of $m_z$ leaves the precession terms unchanged, and it reverses the signs of $\alpha$ and $a$. The true threshold is therefore an odd function of $\alpha$, and if it can be expanded in powers of $\alpha$, its relative correction begins at $\alpha^2$. The natural expansion parameter is $\alpha^2/\kappa$, the square of the damping rate $\alpha\gamma H_d$ over the precession rate $\gamma\sqrt{H_KH_d}$. Its coefficient is small: at $\kappa=0.035$ and $\alpha=0.01$ the exact connection from saddle to saddle lies about $3\times10^{-5}$ below $a^*$ in relative terms, roughly 1 % of $\alpha^2/\kappa$.

Reaching the separatrix also leads to reversal. Let $w_s$ and $w_d$ be the gain and loss on a half-turn from saddle to saddle at $m_x>0$, with $w_s>w_d$. A layer that was still below the barrier at its last turning point crosses with an excess energy of at most $w_s-w_d$. On the far side $m_x<0$, and the spin-torque term in (1) changes sign. The next half-turn would cost $w_s+w_d$, more than the excess, so the layer turns back before the second saddle. It is then held in the $-x$ well, where both terms remove energy. This is a first-order argument. Direct integration with $\kappa=0.035$ and $\alpha=0.01$, from eight phases of the orbit $x=0.8$ at $1.05\,I^*$ and at $1.5\,I^*$, gave a single reversal in all 16 runs.

For an example in engineering units, take an elliptical free layer of an in-plane magnetic tunnel junction, $100\times50\times2.5$ nm, with $M=1000$ emu/cm³, $H_K=350$ Oe, $H_d=10000$ Oe, $\alpha=0.01$ and $\eta=0.6$. These are rough values for a CoFeB-like layer, chosen as inputs. The shape anisotropy of a uniformly magnetized ellipse of this size would give $H_K\approx570$ Oe and $H_d\approx10400$ Oe, that is $\kappa\approx0.055$ and a ratio (5) of 1.18. The moment is $MV=9.82\times10^{-15}$ emu, and

$$a_c=0.01\,(350+5000)=53.5\ \text{Oe},\qquad a^*=\frac{0.02}{\pi}\sqrt{10000\times10350}=64.8\ \text{Oe}.$$

Multiplying by $2eMV/(\hbar\eta)$ gives $I_c=266$ µA and $I^*=322$ µA, or 6.8 and 8.2 MA/cm² over the area of 3927 nm². The ratio is 1.21, below $4/\pi=1.273$ because $\kappa=0.035$ is not negligible. Bisection with the full equation of motion places the threshold between 0.998 and 1.000 of $I^*$. This confirms the formula to within 0.2 %, but it is too coarse to measure the correction in $\alpha$.

Midway between the two currents, at 294 µA, equation (4) predicts steady precession at $x=0.769$, and the integrated motion settles at 0.770. The first half of the extra current thus carries the layer over three quarters of the barrier. The last quarter is costly because the curve steepens: the derivative of (2) at $x\to1$ contains $\int\sin^2\theta\,d\theta/\cos\theta$, which diverges logarithmically. The orbit frequency, $\gamma\sqrt{H_K(D-xH_K)}/(4K)$ from $\dot\theta$, falls from 5.33 GHz at small angle to 3.79 GHz there.

The assumption of zero temperature fails badly in this device. Let $\Delta=MVH_K/(2k_BT)$ be the barrier over $k_BT$, and let $u(x)$ be the probability density in energy divided by the orbit period. Without current, equilibrium requires $u\propto e^{-\Delta x}$, so the energy flux must have the form $-W_d\,(u+\Delta^{-1}du/dx)$ up to a constant. To leading order the current changes the drift alone, from $W_d$ to $W_d-W_s=W_d[1-a/a(x)]$. Setting the flux to zero gives

$$u(x)\propto\exp\left\{-\Delta\int_0^x\left[1-\frac{a}{a(x')}\right]dx'\right\}.$$

A simulated ensemble of 1500 layers with thermal noise, at $\Delta=60$, $\alpha=0.02$, $\kappa=0.035$ and $a=0.6\,a_c$, had a mean $x$ of 0.0417, and this weight, integrated on a fine grid, gives 0.0417 (the 0.0411 in the numerical output comes from a coarse sum). The ensemble stays near the bottom of the well, where the simple estimate $1/[\Delta(1-a/a_c)]$ is also 0.0417, so the run checks the noise and the small-orbit drift but not the shape of $a(x)$. In the example the barrier is 1.07 eV, or $\Delta=41.5$ at 300 K. At $I_c$ the effective barrier left is 2.5, and at the midway current, measured from the precessing orbit, it is 0.3. Thermal agitation can therefore carry the layer across at currents between $I_c$ and $I^*$ on a scale of ten to some tens of nanoseconds, and below $I_c$ as well for longer pulses: at $0.9\,I_c$ the barrier left is only 6.4. The separate threshold $I^*$ belongs to low temperature and to pulses long enough for the precession to grow.

Beside a real junction the current densities are of the usual order, but three further assumptions need care. First, the efficiency depends on angle. If the junction's conductance varies as $1+\lambda m_x$ with $\lambda=\eta^2=0.36$, and the torque at fixed voltage does not depend on $m_x$ apart from its vector form, then at fixed current $a$ is divided by $1+\lambda m_x$. Starting parallel to the polarizer, the torque strengthens as the orbit widens, and the ratio of separatrix to instability current falls from 1.21 to 1.08. Starting antiparallel, with the current reversed, it weakens, and the ratio rises to 1.44. In this model (5) is a ratio of voltages. Second, the layer may not stay uniform. With a rough exchange stiffness $A=1.5\times10^{-6}$ erg/cm, the exchange field $2A(\pi/L)^2/M$ of the lowest non-uniform mode along the length $L=100$ nm is 296 Oe, less than $H_K$. Such modes may take part in the reversal, and the present model cannot say how far they move the threshold. Third, the current's own magnetic field at $I^*$, estimated for a long round conductor of the same area, reaches 18 Oe at the edge, about 5 % of $H_K$. At $I^*$ a resistance–area product of 5 Ω µm² implies 0.41 V, or 4.1 MV/cm across a 1 nm barrier. That is a sizeable fraction of the breakdown field of thin oxide barriers, which is very roughly 10 MV/cm. If 5 Ω µm² is the parallel value, the conductance model above makes the resistance $1.36/0.64=2.1$ times larger after reversal. The same current then gives 0.87 V, and the 391 µA that this model needs from the parallel state gives 1.06 V, at the level of breakdown. At such voltages the magnetoresistance and the efficiency of a real junction depend on bias, which the model leaves out. The remaining values are in the numerical output.

## Computed results

```
limit ratio, numerical (kappa=1e-6): 1.27324
4/pi: 1.27324
first-order coefficient of kappa: 1.500
kappa where onset turns subcritical: 0.1124
kappa where I*/Ic = 1: 0.1963
layer: 100 x 50 x 2.5 nm
magnetization M: 1000 emu/cm3
HK: 350 Oe
Hd: 10000 Oe
damping alpha: 0.010
spin efficiency eta: 0.60
temperature: 300 K
kappa: 0.0350
alpha^2/kappa: 0.00286
area: 3927 nm2
moment MV: 9.817e-15 emu
spin-torque field a_c: 53.50 Oe
spin-torque field a*: 64.77 Oe
Ic: 266.0 uA
I*: 322.0 uA
Jc: 6.77 MA/cm2
J*: 8.20 MA/cm2
I*/Ic for the example: 1.2106
I(x)/Ic at x=0.25: 1.0229
I(x)/Ic at x=0.50: 1.0539
I(x)/Ic at x=0.75: 1.1006
simulated threshold / I*: 0.9992
midway current: 294.0 uA
midway orbit x, balance: 0.769
midway orbit x, simulated: 0.770
small-angle frequency: 5.33 GHz
midway orbit frequency: 3.79 GHz
single-passage captures: 16 of 16 runs
thermal test, mean x theory: 0.0411
thermal test, mean x simulated: 0.0417
energy barrier: 1.072 eV
barrier / kT at zero current: 41.5
barrier / kT left at Ic: 2.49
barrier / kT left at midway current: 0.33
angular parameter lam = eta^2: 0.36
ratio, fixed current, from parallel: 1.082
ratio, fixed current, from antiparallel: 1.438
exchange stiffness: 1.5e-06 erg/cm
exchange field, lowest non-uniform mode: 296 Oe
Oersted field at edge at I*: 18.2 Oe
resistance-area product: 5.0 ohm um2
junction voltage at I*: 0.410 V
field in 1.0 nm barrier: 4.10 MV/cm
```
